# The one-centre GGA energy in PAW and its density-matrix derivative, part 2

The problem is the derivative \(H_{ij}=\partial E/\partial\rho_{ij}\) of the one-centre GGA exchange-correlation energy in PAW, with \(\rho_{ij}\) and \(\rho_{ji}\) treated as independent. Hartree atomic units are used, the origin is the nucleus, \(r_c\) is the augmentation radius and a prime is \(d/dr\).

The all-electron (AE) partial waves are \(\phi_i=R_i(r)Y_{L_i}(\hat{\mathbf r})\), with \(R_i=O(r^{l_i})\) at the origin and \(l_i\le l_{\max}\). The harmonics \(Y_L=r^{-l}S_L\), \(L=(l,m)\), are real and orthonormal, \(P_{ij}=R_iR_j\), \(G^L_{ij}=\int Y_LY_{L_i}Y_{L_j}\,d\Omega\), and \(n_c(r)\) is the frozen core density. Every formula holds for the smooth (PS) set with tildes added, and \(\Delta H_{ij}=H_{ij}-\tilde H_{ij}\). The density and its gradient are
\[n(\mathbf r)=\sum_Ln_L(r)Y_L(\hat{\mathbf r}),\qquad n_L=\sum_{ij}\rho_{ij}G^L_{ij}P_{ij}+\sqrt{4\pi}\,\delta_{L0}\,n_c ,\tag{5}\]
\[n_L'=\sum_{ij}\rho_{ij}G^L_{ij}P_{ij}'+\sqrt{4\pi}\,\delta_{L0}\,n_c',\qquad P_{ij}'=R_i'R_j+R_iR_j' .\tag{6}\]
\[\nabla_\Omega Y_L(\hat{\mathbf r})=(\nabla S_L)(\hat{\mathbf r})-l\,\hat{\mathbf r}\,Y_L(\hat{\mathbf r})\tag{8}\]
\[\nabla n=\hat{\mathbf r}\,\partial_rn+\frac1r\nabla_\Omega n,\qquad\partial_rn=\sum_Ln_L'Y_L,\qquad\nabla_\Omega n=\sum_Ln_L\nabla_\Omega Y_L .\tag{10}\]
\[\sigma=(\partial_rn)^2+\frac1{r^2}|\nabla_\Omega n|^2 .\tag{11}\]

The functional is an energy per unit volume \(f(n,\sigma)\); subscripts on \(f\) are partial derivatives. With radial nodes \(r_g\), weights \(W_g\) that include \(r^2\), directions \(\hat{\mathbf r}_a\) and weights \(w_a\) that sum to \(4\pi\),
\[E=\sum_gW_g\sum_aw_a\,f(n_{ga},\sigma_{ga}),\tag{12}\]
\[A_L(r)=\sum_aw_a\Big[f_nY_L+\frac{2f_\sigma}{r^2}\nabla_\Omega n\cdot\nabla_\Omega Y_L\Big]_{a},\qquad B_L(r)=\sum_aw_a\big[2f_\sigma\,\partial_rn\,Y_L\big]_a .\tag{13}\]
Then \(\delta E=\sum_gW_g\sum_L[A_L\delta n_L+B_L\delta n_L']_{r_g}\), and the exact derivative of (12), for any nodes and weights, is
\[H_{ij}=\frac{\partial E}{\partial\rho_{ij}}=\sum_LG^L_{ij}\sum_gW_g\Big[A_L(r_g)P_{ij}(r_g)+B_L(r_g)P_{ij}'(r_g)\Big].\tag{14}\]
With \(\mathbf F=2f_\sigma\nabla n\), its radial component \(F_r\) and its tangential part \(\mathbf F_t\), (13) reads
\[A_L=\sum_aw_a\Big[f_nY_L+\frac1r\mathbf F_t\cdot\nabla_\Omega Y_L\Big],\qquad B_L=\sum_aw_aF_rY_L ,\tag{15}\]

The angular rule of the examples has \(n_\theta\) Gauss–Legendre nodes in \(\cos\theta\) and \(2n_\theta\) equally spaced \(\varphi\). A compensation charge, if included in the functional, has radial functions \(g_l(r)\).

## 6. Collinear spin

Let \(\rho^s\) be the density matrix of spin \(s\in\{\uparrow,\downarrow\}\), \(\bar s\) the opposite spin, and let each channel carry half of the core. Each \(n_s\) is expanded as in (5) with \(n_c/2\). The functional is \(f(n_\uparrow,n_\downarrow,\sigma_{\uparrow\uparrow},\sigma_{\uparrow\downarrow},\sigma_{\downarrow\downarrow})\) with
\[
\sigma_{ss'}=\nabla n_s\cdot\nabla n_{s'}=\partial_rn_s\,\partial_rn_{s'}+r^{-2}\nabla_\Omega n_s\cdot\nabla_\Omega n_{s'} ,
\]
by (10) and orthogonality, and \(\sigma_{\uparrow\downarrow}\) counts as a single argument. A variation of \(n_s\) alone gives \(\delta\sigma_{ss}=2\nabla n_s\cdot\nabla\delta n_s\), \(\delta\sigma_{\uparrow\downarrow}=\nabla n_{\bar s}\cdot\nabla\delta n_s\) and \(\delta\sigma_{\bar s\bar s}=0\). Hence \(\delta f=f_{n_s}\delta n_s+\mathbf F_s\cdot\nabla\delta n_s\) with
\[
\mathbf F_s=2f_{\sigma_{ss}}\nabla n_s+f_{\sigma_{\uparrow\downarrow}}\nabla n_{\bar s} .\tag{16}
\]
The factor 2 is absent from the mixed term because \(\sigma_{\uparrow\downarrow}\) is linear in \(\nabla n_s\). Writing \(\nabla\delta n_s\) in the form (10) and collecting \(\delta n_{sL}\) and \(\delta n'_{sL}\) as before,
\[
A^s_L=\sum_aw_a\Big[f_{n_s}Y_L+\frac1r\mathbf F_{s}\cdot\nabla_\Omega Y_L\Big],\qquad B^s_L=\sum_aw_a\,(\hat{\mathbf r}\cdot\mathbf F_s)\,Y_L ,\tag{17}
\]
where only the tangential part of \(\mathbf F_s\) survives in the first product, and \(H^s_{ij}=\partial E/\partial\rho^s_{ij}\) is (14) with \(A^s_L,B^s_L\).

For \(n_\uparrow=n_\downarrow=n/2\) all three invariants equal \(\sigma/4\). The unpolarised function is \(f(n/2,n/2,\sigma/4,\sigma/4,\sigma/4)\), so \(f_n=\tfrac12(f_{n_\uparrow}+f_{n_\downarrow})=f_{n_\uparrow}\) and \(f_\sigma=\tfrac14(f_{\sigma_{\uparrow\uparrow}}+f_{\sigma_{\uparrow\downarrow}}+f_{\sigma_{\downarrow\downarrow}})=\tfrac14(2f_{\sigma_{\uparrow\uparrow}}+f_{\sigma_{\uparrow\downarrow}})\), using the symmetry of \(f\) under exchange of spins. Equation (16) gives \(\mathbf F_\uparrow=\tfrac12(2f_{\sigma_{\uparrow\uparrow}}+f_{\sigma_{\uparrow\downarrow}})\nabla n=2f_\sigma\nabla n\), so \(H^\uparrow=H^\downarrow=H\).

## 7. Relation to a local potential

A code that wants a radial potential \(v_L(r)\), to be integrated against \(P_{ij}\) alone, has to move the derivative off \(P'_{ij}\). For exact radial integration and \(B_L\) differentiable on \((0,r_c)\),
\[
\int_0^{r_c}r^2B_LP_{ij}'\,dr=\Big[r^2B_LP_{ij}\Big]_0^{r_c}-\int_0^{r_c}(r^2B_L)'P_{ij}\,dr .
\]
The gradient of the density is bounded at the origin, also with a nuclear cusp, so \(B_L\) is bounded there and the lower limit contributes nothing. Thus
\[
H_{ij}=\sum_LG^L_{ij}\Big[\int_0^{r_c}r^2v_LP_{ij}\,dr+r_c^2B_L(r_c)P_{ij}(r_c)\Big],\qquad v_L=A_L-\frac1{r^2}\big(r^2B_L\big)' .\tag{18}
\]
The surface term has a plus sign and in general does not vanish for either set separately. The statement that second derivatives are avoided must be qualified here: \(B_L\) contains \(f_\sigma\) and \(n_L'\), so \(B_L'\) contains \(n_L''\), \(f_{n\sigma}\) and \(f_{\sigma\sigma}\). Differentiating the table of \(B_L\) numerically avoids coding them, but the result depends on them. Only (14) is free of them.

The function \(v_L\) is the projection of the GGA potential when the angular sums are exact integrals. Take a variation \(\delta n=\eta(r)Y_L\) with arbitrary differentiable \(\eta\). In Cartesian form \(\delta E=\int(f_n\delta n+\mathbf F\cdot\nabla\delta n)\,d^3r\). The product rule gives \(\mathbf F\cdot\nabla\delta n=\nabla\cdot(\mathbf F\delta n)-\delta n\nabla\cdot\mathbf F\), and the divergence theorem is applied to the shell \(\epsilon<r<r_c\). The inner surface contributes \(O(\epsilon^2)\) because \(\mathbf F\) is bounded. So
\[
\delta E=\int_0^{r_c}r^2\eta\Big[\int vY_L\,d\Omega\Big]dr+r_c^2\,\eta(r_c)\int F_rY_L\,d\Omega,\qquad v=f_n-\nabla\cdot\mathbf F .
\]
The same variation in the form of section 5, integrated by parts as above, is \(\int r^2\eta\,v_L\,dr+r_c^2\eta(r_c)B_L(r_c)\). The surface terms are identical by (15), and \(\eta\) is arbitrary, so \(v_L=\int vY_L\,d\Omega\).

Written out, the divergence is \(\nabla\cdot(2f_\sigma\nabla n)=2f_\sigma\nabla^2n+2\nabla f_\sigma\cdot\nabla n\), with \(\nabla f_\sigma=f_{n\sigma}\nabla n+f_{\sigma\sigma}\nabla\sigma\). From \(\sigma=\sum_b(\partial_bn)^2\) one has \(\partial_a\sigma=2\sum_b\partial_bn\,\partial_a\partial_bn\), so \(\nabla\sigma\cdot\nabla n=2\sum_{ab}\partial_an\,(\partial_a\partial_bn)\,\partial_bn\). Collecting,
\[
v=f_n-2f_\sigma\nabla^2n-2f_{n\sigma}\,\sigma-4f_{\sigma\sigma}\sum_{ab}\partial_an\,(\partial_a\partial_bn)\,\partial_bn .\tag{19}
\]
This will be called the strong form. It needs the full Hessian of \(n\) and two second derivatives of \(f\).

With a finite angular rule, (19) integrated against \(\phi_i\phi_j\), even with the surface term added, is in general not the derivative of (12) when the density is non-spherical. The defect can be isolated. Put \(\delta n=\phi_i\phi_j\) and split \(\mathbf F\delta n=\hat{\mathbf r}F_r\delta n+\mathbf F_t\delta n\). Since \(\nabla\cdot\hat{\mathbf r}=2/r\), the radial part has the divergence \(\partial_r(F_r\delta n)+2F_r\delta n/r=r^{-2}\partial_r(r^2F_r\delta n)\). Along each ray \(\hat{\mathbf r}_a\) this integrates over \(r^2dr\) to \(r_c^2F_r\delta n\) at the surface, and the weighted sum over rays is the surface term of (18). What remains of the pointwise identity \(f_n\delta n+\mathbf F\cdot\nabla\delta n=v\,\delta n+\nabla\cdot(\mathbf F\delta n)\) is, for exact radial integration,
\[
H_{ij}-\int r^2dr\sum_aw_a\,v\,\phi_i\phi_j-\text{surface}=\int r^2dr\sum_aw_a\,\nabla\cdot\big(\mathbf F_t\phi_i\phi_j\big).\tag{20}
\]
A tangential field has no flux through any sphere about the origin, so its divergence integrates to zero over every shell and hence over the angles at every radius. The quadrature sum on the right of (20) approximates that zero only as well as the rule integrates a function that contains \(f_{\sigma\sigma}\) and the Hessian. The form (18) with \(A_L,B_L\) from (13) does not have this defect, because no angular integration by parts was made in it.

## 8. Cancellation of the surface terms

By (13), \(B_L(r_c)\) is determined by \(n\), \(\partial_rn\) and \(\nabla_\Omega n\) on the sphere \(r=r_c\), that is by \(n_L(r_c)\) and \(n_L'(r_c)\). If \(R_i=\tilde R_i\) and \(n_c=\tilde n_c\) at \(r_c\), then \(P_{ij}\) and \(n_L\) agree. If the first derivatives agree as well, then \(P'_{ij}\) and \(n'_L\) agree, \(B_L(r_c)=\tilde B_L(r_c)\), and
\[
\Delta H_{ij}=\sum_LG^L_{ij}\int_0^{r_c}r^2\big[v_LP_{ij}-\tilde v_L\tilde P_{ij}\big]dr .\tag{21}
\]
With matched values alone, \(\partial_rn\neq\partial_r\tilde n\) at \(r_c\), which changes both \(f_\sigma\) and the explicit factor in \(B_L\), and (21) lacks the term \(\sum_LG^L_{ij}r_c^2(B_L-\tilde B_L)P_{ij}\) at \(r_c\). Extending the integration to a radius beyond \(r_c\), where the two sets coincide, removes the term at the new boundary, but \(\tilde B_L\) then jumps at \(r_c\) and \((r^2\tilde B_L)'\) contains a delta function of the same weight. The core densities are subject to the same condition, so the integration radius must not be smaller than the radius where \(\tilde n_c\) joins \(n_c\) if (21) is to be used. With a compensation charge in the functional, \(g_l\) and \(g_l'\) must vanish at the boundary. Equation (14) needs none of these conditions to be the derivative of (12).

## 9. Behaviour at the origin

The tangential vector \(\mathbf F_t\) is bounded, so \(A_L=O(1/r)\) at worst for \(l\ge1\), while \(A_0\) has no angular term and is finite. In (14) the factor \(r^2P_{ij}\) that accompanies \(l\ge1\) is \(O(r^3)\), so the integrand is \(O(r^2)\). The radial term is \(r^2B_LP'_{ij}=O(r^2)\). The form (14) is therefore regular for both sets, and the only requirement is that no node sits at \(r=0\), or that such a node, which has \(W_g=0\), is skipped.

In the potential the \(1/r\) terms matter. Expanding the derivative, \(v_L=A_L-B_L'-2B_L/r\). For a density that is smooth at the origin, \(\mathbf F\to\mathbf F_0\), a constant vector. Let \(c=\sqrt{3/4\pi}\) and \(Y_m=c\,\hat r_m\) for \(l=1\), and use \(\int\hat r_a\hat r_b\,d\Omega=\tfrac{4\pi}3\delta_{ab}\), which a rule of degree two reproduces. Then
\[
B_{m}\to\int(\mathbf F_0\cdot\hat{\mathbf r})\,c\,\hat r_m\,d\Omega=\frac{4\pi}3cF_{0m},
\]
\[
rA_{m}\to\int\mathbf F_0\cdot c\,(\mathbf e_m-\hat{\mathbf r}\hat r_m)\,d\Omega=4\pi cF_{0m}-\frac{4\pi}3cF_{0m}=\frac{8\pi}3cF_{0m},
\]
the term \(rf_nY_m\) vanishing in the limit. Hence
\[
rA_{m}\to2B_{m}\qquad(l=1,\ r\to0,\ \text{smooth density}),\tag{22}
\]
and the two \(1/r\) terms in \(v_m\) cancel, as they must for a smooth potential. A code built on (18) obtains a finite \(v_m\) as the difference of two growing numbers. For the smooth model density of section 12 at \(r=10^{-4}\) bohr the program finds \(rA_z=-1.541242\times10^{-2}\) and \(2B_z=-1.541250\times10^{-2}\) Ha bohr, which differ by \(5\times10^{-6}\) of either value.

For a density with a cusp, \(n_0'(0)\ne0\), the angular average of \(F_r\) at the origin is in general nonzero, \(A_0\) is finite, and \(v_0\simeq-2B_0(0)/r\) diverges. The divergence is integrable against \(r^2P_{ij}\), and (14) never forms it.

## 10. Discrete radial derivatives

Equation (14) was derived under one condition on the slopes: the numbers used as \(n_L'(r_g)\) in the energy are \(\sum_{ij}\rho_{ij}G^L_{ij}Q_{ij}(r_g)\) plus a core term, for some fixed table \(Q_{ij}\), and the same \(Q_{ij}\) stands in place of \(P'_{ij}\) in (14). The table may be the analytic derivative or any approximation to it.

If the code differentiates the density components on the grid, \(n_L'(r_g)=\sum_hD_{gh}n_L(r_h)\) with a finite-difference or spline matrix \(D\), then (5) gives \(Q_{ij}=DP_{ij}\). This is not the same table as \((DR_i)R_j+R_i(DR_j)\), because a difference matrix obeys the product rule only up to its truncation error, and it is not the analytic \(P'_{ij}\). With \(Q=DP\), interchange the sums in the radial term:
\[
\sum_gW_gB_L(r_g)\sum_hD_{gh}P_{ij}(r_h)=\sum_hW_h\Big[\frac1{W_h}\sum_gD_{gh}W_gB_L(r_g)\Big]P_{ij}(r_h).
\]
This requires \(W_h\ne0\) and gives a discrete potential,
\[
v^D_L=A_L+W^{-1}D^{\mathsf T}W\,B_L,\qquad H_{ij}=\sum_LG^L_{ij}\sum_hW_h\,v^D_L(r_h)\,P_{ij}(r_h),\tag{23}
\]
with \(W\) the diagonal matrix of weights. Equation (23) is a rearrangement of (14) and is exact. The operator \(W^{-1}D^{\mathsf T}W\) is the adjoint of \(D\) in the scalar product with weights \(W\), and so is the discrete counterpart of both terms that the integration by parts produced in (18), \(-r^{-2}\partial_rr^2\) and the surface term. No surface term is to be added to (23). The sign is plus and the matrix is the transpose; replacing \(W^{-1}D^{\mathsf T}W\) by \(-r^{-2}Dr^2\), with \(r^2\) the diagonal matrix of the \(r_g^2\), gives a discretisation of the volume part of (18), which differs from the derivative of (12) by the surface term and by discretisation error. Replacing only \(D^{\mathsf T}\) by \(-D\) does not give even that unless \(w=W/r^2\) is constant along the grid, since \(-W^{-1}DWB_L\) approximates \(-r^{-2}(r^2B_L)'-B_L\,w'/w\).

On the 80-point radial grid of section 12, with a three-point difference matrix and the 18-point angular rule, (23) agrees with the finite-difference derivative of the corresponding energy to \(3.8\times10^{-11}\) Ha in the worst element. Using the same \(A_L,B_L\) with the analytic \(P'_{ij}\) gives an error of \(1.6\times10^{-5}\) Ha with respect to the same reference.

## 11. Order of operations

Prepared once per dataset: \(G^L_{ij}\); \(P_{ij}\), \(P'_{ij}\), \(n_c\), \(n_c'\) on the radial grid for both sets; \(Y_L\) and the three components of (8) at the angular nodes for \(l\le2l_{\max}\). Then, for each set and each \(\rho\):

1. Form \(n_L(r_g)\) and \(n'_L(r_g)\) from (5) and (6).
2. Form \(n\), \(\partial_rn\) and \(r^{-1}\nabla_\Omega n\) at all nodes from (5) and (10), and \(\sigma\) from (11).
3. Evaluate \(f\), \(f_n\), \(f_\sigma\) and accumulate (12).
4. Form \(F_r\) and \(\mathbf F_t\) and project them with (15), or (16) and (17) with spin.
5. Contract with \(G\), \(P\), \(P'\) as in (14), and subtract the PS result from the AE result.

Step 4 uses the transposes of the tables of step 2, and step 5 the transposes of those of step 1. With \(N_r\), \(N_a\) nodes and \(N_L=(2l_{\max}+1)^2\) components, steps 2 and 4 each take \(5N_rN_aN_L\) multiplications per spin to leading order, one scalar table for the value, one for the radial part and three for the tangential components. The radial shells are independent, so the arrays over \(a\) need to exist for one shell at a time.

## 12. Worked example: a model \(s,p\) dataset

The functional is PBE without spin polarisation. The parameters are round model values and describe no particular element: \(r_c=1.2\) bohr and
\[
n_c=\frac{2\zeta^3}\pi e^{-2\zeta r},\ \zeta=5\ \text{bohr}^{-1};\qquad R_s=N_s\,(r-0.4)\,e^{-1.5r};\qquad R_p=N_p\,r\,e^{-1.5r},
\]
with \(r\) in bohr. Normalisation over all space gives \(N_s=4.412613\) and \(N_p=3.181981\) bohr\(^{-5/2}\). The smooth partners of \(R_s\), \(R_p/r\) and \(n_c\) are polynomials \(c_0+c_1r^2+c_2r^4+c_3r^6\) whose value and first three derivatives equal the AE ones at \(r_c\), four linear equations for four coefficients. In atomic units the coefficients are

- \(\tilde R_s\): 0.361199, 0.490522, −0.317424, 0.058333
- \(\tilde R_p/r\): 1.560313, −1.267278, 0.491963, −0.076889
- \(\tilde n_c\): 0.035326, −0.061882, 0.036961, −0.007491

In the order \(s,x,y,z\) the density matrix is
\[
\rho=\begin{pmatrix}1.5&0.1&0&0.3\\0.1&0.5&0.1&0\\0&0.1&0.2&0\\0.3&0&0&1.2\end{pmatrix}.
\]
Each diagonal element exceeds the sum of the off-diagonal ones in its row, so \(\rho\) is positive definite. The grid has 80 Gauss–Legendre nodes on \((0,r_c)\) and either 1152 directions (\(n_\theta=24\), called fine) or 18 (\(n_\theta=3\), called coarse). Six or more digits are quoted so that an implementation can be compared with them; they have no physical significance beyond the model. The program and its output follow this text.

This part has extended the derivative to collinear spin, related it to a local potential with its surface term, given the form for discrete radial derivatives, and specified the model \(s,p\) dataset. The numerical results for that dataset, their comparison with finite differences and the strong form, and the oxygen atom with spin remain.

All numerical values are calculated from the stated model.
